# How a heat sink enters the transient thermal impedance of a junction

## 1. The form of the answer from dimensions and symmetry

A chip package receives power $P$ at its junction. Its case is first held at ambient temperature, then connected to a real heat sink. We want the change in junction impedance, junction temperature rise per unit power.

All temperatures are rises above ambient. All quantities are Laplace transforms in $s$, and package and sink start at ambient. Define

- $Z_0$: junction temperature per unit power, case held at ambient, in K/W.
- $H$: heat flow leaving the case per unit power, case held at ambient, dimensionless.
- $Y$: heat flow into the package at the case per unit case temperature, without power, in W/K.
- $Z_s$: case temperature per unit heat flow into the sink, in K/W.

The package is linear, and the sink acts on it through the case temperature and case heat flow alone. Section 2 shows that $H$ also gives the junction temperature caused by unit case temperature. The added impedance $D$ therefore depends on $H$, $Y$ and $Z_s$, and dimensions require

$$D=Z_s\,F(H,\,YZ_s).$$

Now multiply both the injected heat and the junction reading by a number $\lambda$. Then $H$ becomes $\lambda H$, while $Y$ and $Z_s$ stay the same. Every junction impedance grows by $\lambda^2$, one factor from the source and one from the reading. Hence $D=H^2Z_s\,f(YZ_s)$.

To find $f$, attach an extra admittance $y$ from the case to ambient. It may be counted with the package, giving $Y+y$, or with the sink, giving $Z_s'=Z_s/(1+yZ_s)$. It does not alter $H$, because it carries no heat when the case is at ambient. Both ways of counting must agree:

$$Z_s f\big((Y+y)Z_s\big)=\frac{Z_s}{1+yZ_s}\,f(YZ_s').$$

Setting $Y=0$ gives $f(yZ_s)=f(0)/(1+yZ_s)$. For $Y=0$ the case passes heat $HP$, warms to $Z_sHP$, and raises the junction by $H$ times that, so $f(0)=1$. Therefore

$$\boxed{Z_j=Z_0+\frac{H^2Z_s}{1+YZ_s}}$$

## 2. Derivation and the origin of the square

**Superposition.** Let $T_c$ be the uniform case temperature and $q$ the total heat flow out of the case. Linearity gives

$$T_j=Z_0P+G\,T_c,\qquad q=HP-Y\,T_c. \tag{1}$$

The minus sign appears because $Y$ counts heat entering the package and $q$ counts heat leaving it.

**Reciprocity.** We need $G=H$. Let the power density be $P\,w(\mathbf r)$ with $\int w\,dV=1$, and define the junction temperature with the same weight, $T_j=\int wT\,dV$. With heat capacity per volume $c$ and symmetric conductivity $k$,

$$s\,c\,T-\nabla\!\cdot(k\nabla T)=P\,w .$$

Temperature and normal heat flux are continuous inside the package. On surfaces other than the case, $-k\,\mathbf n\cdot\nabla T=hT$, where $\mathbf n$ points outward and $h=0$ means no loss.

Take two states: $T_1$ with $P=1$, $T_c=0$, and $T_2$ with $P=0$, $T_c=1$. Multiply the equation for $T_1$ by $T_2$, the equation for $T_2$ by $T_1$, subtract, and integrate. The storage terms cancel:

$$\int\big[-T_2\nabla\!\cdot(k\nabla T_1)+T_1\nabla\!\cdot(k\nabla T_2)\big]dV=\int wT_2\,dV=G .$$

Integrate the left side by parts. The volume terms $\nabla T_2\cdot k\nabla T_1$ and $\nabla T_1\cdot k\nabla T_2$ cancel because $k$ is symmetric, leaving

$$G=\oint\big[-T_2\,k\,\mathbf n\cdot\nabla T_1+T_1\,k\,\mathbf n\cdot\nabla T_2\big]dS .$$

On a surface that loses heat, the integrand is $hT_1T_2-hT_1T_2=0$. On the case, $T_1=0$ and $T_2=1$, so what remains is the heat leaving the case in state 1. That is $H$, hence $G=H$.

**Closure.** The sink imposes $T_c=Z_sq$. From (1),

$$T_c=Z_s(HP-YT_c)\;\Rightarrow\;(1+YZ_s)T_c=Z_sHP\;\Rightarrow\;T_c=\frac{HZ_s}{1+YZ_s}P .$$

Inserting this into $T_j=Z_0P+HT_c$ and dividing by $P$ gives the boxed result.

**When the square is lost.** If temperature is read with another weight $v$, its response to unit case temperature is some $H_v$, in general different from $H$, and the added term becomes $HH_vZ_s/(1+YZ_s)$. Coolant moving inside the package adds a transport term that is not symmetric, and the proof of $G=H$ no longer applies.

## 3. Limits and two sinks

**Steady state.** If the case is the sole outlet, all power leaves there, so $H(0)=1$. A uniformly warm package then draws no steady heat, so $Y(0)=0$. The added term is $Z_s(0)$, the familiar series resistance. With another path to ambient, $H(0)<1$ and $Y(0)>0$, and the addition is smaller than the sink resistance.

**Insulated case.** For $Z_s\to\infty$ at $s\neq0$ the added term tends to $H^2/Y$.

**Two sinks on one package.** Subtract the results for sinks $Z_1$ and $Z_2$. Since

$$\frac{Z_1}{1+YZ_1}-\frac{Z_2}{1+YZ_2}=\frac{Z_1+YZ_1Z_2-Z_2-YZ_1Z_2}{(1+YZ_1)(1+YZ_2)},$$

the products cancel and

$$\Delta Z_j=\frac{H^2(Z_1-Z_2)}{(1+YZ_1)(1+YZ_2)} .$$

## 4. A uniform slab

Let a slab have thickness $L$, area $A$ and diffusivity $\alpha=k/c$, heated at $x=0$, with its case at $x=L$. Put $a=\sqrt{s/\alpha}$, $g=kAa$, $C=\cosh aL$, $S=\sinh aL$. The solution of $T''=a^2T$ is

$$T=p\cosh ax+b\sinh ax,\qquad q(x)=-kA\,T'=-g(p\sinh ax+b\cosh ax).$$

*Case at ambient, $P=1$.* The heated face gives $b=-1/g$, and $T(L)=0$ gives $p=S/(gC)$. Thus

$$Z_0=\frac{S}{gC},\qquad H=-g(pS+bC)=C-\frac{S^2}{C}=\frac1C .$$

*Case driven at unit temperature, no power.* Now $b=0$ and $p=1/C$. The heat entering at the case is $-q(L)$, so $Y=gS/C$.

*Sink attached, solved directly.* With $b=-1/g$, the condition $T(L)=Z_sq(L)$ reads $pC-S/g=Z_s(C-gpS)$. Hence

$$Z_j=p=\frac{S+gZ_sC}{g(C+gZ_sS)} .$$

The general formula gives

$$\frac{S}{gC}+\frac{Z_s}{C(C+gZ_sS)}=\frac{SC+gZ_s(S^2+1)}{gC(C+gZ_sS)},$$

and $S^2+1=C^2$ turns this into the direct solution.

**Early time.** For an insulated case the added term is

$$\frac{H^2}{Y}=\frac{1}{gSC}=\frac{2}{g\sinh 2aL}\approx\frac{4}{g}\,e^{-2aL}\quad(aL\gg1).$$

The exponent contains $2L$: heat diffuses to the case, and its effect diffuses back.

For a unit power step, divide by $s$, which gives $(4\sqrt\alpha/kA)\,s^{-3/2}e^{-\beta\sqrt s}$ with $\beta=2L/\sqrt\alpha$. The standard pair $e^{-\beta\sqrt s}/s\leftrightarrow\operatorname{erfc}(\beta/2\sqrt t)$, integrated from $\beta$ to infinity, gives

$$s^{-3/2}e^{-\beta\sqrt s}\leftrightarrow2\sqrt t\,\operatorname{ierfc}\frac{\beta}{2\sqrt t},\qquad \operatorname{ierfc}x=\frac{e^{-x^2}}{\sqrt\pi}-x\operatorname{erfc}x .$$

The insulated slab therefore departs from the isothermal one as

$$\frac{8}{kA}\sqrt{\alpha t}\;\operatorname{ierfc}\frac{L}{\sqrt{\alpha t}} .$$

At $\alpha t/L^2=0.2$ this is $1.0774\times10^{-3}$ in units of $L/kA$. The difference of the full series solutions for the two slabs gives the same value.

**A resistive sink at early time.** Write $Z_s/(1+YZ_s)=1/(Y+1/Z_s)$. In the slab $Y$ grows as $\sqrt s$ at large $s$, while $1/Z_s$ tends to a constant. The first departure is then set by the package, and the sink resistance matters later.

## 5. Worked example: a power transistor on a heat sink

The model is a round package with a die of radius 3 mm on a copper base of radius 7 mm, covered by mould compound. The layers are 0.20 mm silicon, 0.05 mm solder and 2 mm copper. Heat enters the top 5 µm of the silicon. The thermal pad has 0.3 K/W; the heat sink has 1.5 K/W and 90 J/K. Thus

$$Z_s=0.3+\frac{1.5}{1+135\,s}\ \text{K/W},\quad s\text{ in s}^{-1}.$$

Material constants are listed in the numerical output. Package surfaces other than the case are insulated.

**Steady state.** Here $Z_j=0.204+1.8=2.004$ K/W. At 30 W and 40 °C ambient the junction reaches $40+30\times2.004=100$ °C.

**At 1 Hz**, $s=2\pi i\ \text{s}^{-1}$, the package model gives

$$H=0.9698-0.1341i,\qquad Y=0.8805+6.9294i\ \text{W/K}.$$

The sink is almost the bare pad, $Z_s=0.3000-0.0018i$ K/W, because the heat sink, treated here as one body at uniform temperature, hardly warms within a cycle. Step by step,

$$H^2=0.9225-0.2601i,\qquad H^2Z_s=0.2763-0.0797i\ \text{K/W},$$

$$1+YZ_s=1.2764+2.0773i,\qquad D=0.0315-0.1137i\ \text{K/W}.$$

Adding $Z_0=0.2011-0.0104i$ gives $Z_j=0.2326-0.1240i$ K/W, up to rounding in the last digit. Solving package, case and sink as one system gives the same value.

The imaginary part of $Y$ corresponds to $6.93/2\pi=1.10$ J/K. The copper base alone holds $\pi(7\ \text{mm})^2(2\ \text{mm})\times3.45\ \text{MJ/(m}^3\text{K)}=1.06$ J/K. At this frequency the case admittance is thus mainly the heat capacity of the base, which shunts heat away from the pad.

## 6. Step responses

In time, the product of transforms becomes a convolution. The added response to a power step is the inverse transform of $H^2Z_s/[s(1+YZ_s)]$. Values in K/W are:

| $t$ (s) | isothermal case | added | sink alone |
|---|---|---|---|
| 0.01 | 0.154 | 0.0001 | 0.300 |
| 0.1 | 0.202 | 0.054 | 0.301 |
| 1 | 0.204 | 0.272 | 0.311 |
| 10 | 0.204 | 0.392 | 0.407 |
| 1000 | 0.204 | 1.799 | 1.799 |

Adding the sink's own step response to that of the isothermal package would replace $H^2/(1+YZ_s)$ by 1. At 0.1 s this predicts $0.202+0.301=0.503$ K/W, while the correct sum is 0.255 K/W. At 30 W the predicted rises are 15.1 K and 7.7 K. In the steady state, where $H=1$ and $Y=0$, the two sums agree.

The added term reaches 1 % of the isothermal response at about 20 ms. For comparison, $L^2/\alpha$ of the copper base is 35 ms.

**Doubling the pad resistance**, with everything else fixed, multiplies the added term by 1.01 at 10 ms, 1.07 at 0.1 s, 1.57 at 1 s and 1.72 at 10 s. This is the late entry of the sink resistance described in Section 4. The factor peaks at about 1.83 near 3 s, is already falling at 10 s, and reaches 1.17 at 1000 s. By then the common 1.5 K/W of the heat sink is present in both cases, and $2.1/1.8=1.17$.

**Reading $Z_0$ from two curves.** One may measure the package with two pads and look for the point where the curves separate. In this example, at 0.03 s they differ by $0.026\times0.0062=0.0002$ K/W, and the curve with the original pad stands at 0.197 K/W. At 0.1 s they differ by $0.073\times0.054=0.004$ K/W, about 1.5 % of the response, but that curve has already reached 0.255 K/W. The steady $Z_0$ of 0.204 K/W lies between. The value found this way depends on the smallest difference one can resolve; a 1.5 % criterion overestimates $Z_0$ by 25 % for this package and pair of pads if the case temperature is uniform. With the pad resistance spread evenly over the base, as in Section 7, the overestimate is about 35 %.

**Reading elsewhere.** At $s=300\ \text{s}^{-1}$, using $H^2$ for a sensor at the upper rim of the copper base underestimates its added term by 29 %. For the centre of the die the error is only about 1 %. The product $HH_v$ gives the correct term in both cases.

## 7. How far the model can be trusted

Halving all cells changes the steady $Z_0$ by 0.8 % and the added step response by at most 2.6 % at the times computed. The agreement in the fourth digit at 1 Hz confirms the identity on one mesh; it does not give the package values that accuracy. Under further refinement the steady $Z_0$ converges to about 0.2015 K/W, 1.3 % below the value used above. The isothermal step values and $Z_j$ in Sections 5 and 6 are thus about 0.003 K/W too high; at 1 Hz $H$ moves by about 0.001 and $Y$ by about 0.008 W/K in each part. The percentages and ratios quoted are not changed at the precision given.

The layer thicknesses and resistances are rough typical values for a large through-hole power package, and a junction-to-case resistance of a few tenths of a K/W is ordinary for that class. For the first appearance of the sink, the assumption that matters most is the uniform case temperature. A real pad touches the base point by point, and the base is hotter below the die. Spreading the same 0.3 K/W evenly over the base, above a uniform heat sink, raises $Z_j$ by 13 % at 0.1 s, 8 % at 1 s and 2 % at 1000 s. At 0.1 s the increase is 0.033 K/W, about 60 % of the added term itself. The scalar formula is therefore good for the steady temperature here, but poor for the first appearance of the sink.

The remedy is to divide the case into patches, each at its own temperature. The proof of Section 2, with unit temperature on one patch and zero on the others, gives a reciprocal transfer for each patch. Collect these in a column $\mathbf h$, and let $\mathsf Y$ and $\mathsf Z_s$ be matrices. Then $\mathbf T_c=\mathsf Z_s(\mathbf hP-\mathsf Y\mathbf T_c)$, so

$$Z_j=Z_0+\mathbf h^{\mathsf T}(1+\mathsf Z_s\mathsf Y)^{-1}\mathsf Z_s\,\mathbf h .$$

Other effects were estimated for the steady state of this example. The lead can change $Z_j$ by more than the 2 % found above for the spread pad; the other two change it by less:

- **Silicon conductivity.** Letting it fall as $T^{-1.3}$ from its 300 K value raises $Z_0$ by 8 %, but $Z_j$ by 0.8 %. The problem is then nonlinear, and $Z_0$ depends on power.
- **Convection from the mould top.** With 10 W/(m² K), $H(0)=0.9999$ and $Y(0)=0.0015$ W/K, and $Z_j$ falls by 0.25 %.
- **A copper lead.** One lead 10 mm long with 0.7 mm² cross-section has 37 K/W. If it starts at case temperature and ends at ambient, it carries 4.7 % of the heat leaving the case, which lowers $Z_j$ by $0.0468\times1.8=0.084$ K/W, about 4 %. Any resistance of the circuit board lowers this share.

The heat sink is also treated as one body at uniform temperature. In a real one, heat must first spread from the area under the package. For a disc of radius $a=7$ mm with uniform heat flux on thick aluminium with $k=200$ W/(m K), read as the mean disc temperature, this adds $8/(3\pi^2ka)=0.19$ K/W to the steady $Z_s$, unless the quoted 1.5 K/W already includes it. An isothermal disc gives $1/(4ka)=0.18$ K/W instead. At 1 Hz, with a heat capacity of 2.4 MJ/(m³ K), the uniform-flux disc adds about $0.08-0.04i$ K/W, which is not small beside the pad. Such local heating belongs in $Z_s$; the formula itself does not change.

The round shape and the temperature-independent heat capacities are further idealizations whose effect has not been estimated.

## Calculated quantities

```
INPUTS (rough typical values)
mould: 2.50 mm, k = 0.8 W/(m K), c = 1.70 MJ/(m3 K)
silicon: 0.20 mm, k = 148.0 W/(m K), c = 1.66 MJ/(m3 K)
solder: 0.05 mm, k = 50.0 W/(m K), c = 1.65 MJ/(m3 K)
copper: 2.00 mm, k = 390.0 W/(m K), c = 3.45 MJ/(m3 K)
die radius 3.0 mm, base radius 7.0 mm
heated silicon layer 5 um
pad 0.3 K/W, heat sink 1.5 K/W and 90 J/K
heat-sink time constant 135 s
power 30 W, ambient 40 C, cells 490
STEADY STATE
Z0 = 0.2041 K/W, H = 1.000000, |Y| < 1e-6 W/K: True
Zj = 2.0041 K/W, junction 100.1 C
AT 1 Hz (complex values)
Z0 = 0.2011-0.0104j K/W
H  = 0.9698-0.1341j
Y  = 0.8805+6.9294j W/K
Zs = 0.3000-0.0018j K/W
1 + Y Zs = 1.2764+2.0773j
added term = 0.0315-0.1137j K/W
Zj formula = 0.2326-0.1240j K/W
Zj direct  = 0.2326-0.1240j K/W
STEP RESPONSES in K/W (last column: added term, pad doubled / pad as is)
t [s]    Z0       added     Zj direct  sink alone  ratio
0.01     0.1540   0.000081  0.1541     0.3001      1.011
0.03     0.1905   0.006248  0.1967     0.3003      1.026
0.1      0.2016   0.053869  0.2554     0.3011      1.073
0.3      0.2029   0.155138  0.3580     0.3033      1.209
1        0.2035   0.271571  0.4751     0.3111      1.572
10       0.2040   0.391892  0.5959     0.4071      1.722
100      0.2041   1.068224  1.2723     1.0849      1.275
1000     0.2041   1.798937  2.0030     1.7991      1.167
added term reaches 1 % of Z0 step at 19.7 ms
slab, diffusivity*t/L^2 = 0.2: early law 1.077369e-03, series 1.077369e-03
error of H^2 at s = 300 1/s, reading at die centre: 1.29 %
error of H^2 at s = 300 1/s, reading at base rim: -28.7 %
MESH HALVED
steady Z0 changes -0.82 %, added step at most 2.64 %
NEGLECTED EFFECTS
pad spread over base, t = 0.1 s: Zj = 0.2881 K/W (+12.8 %)
pad spread over base, t = 1 s: Zj = 0.5119 K/W (+7.7 %)
pad spread over base, t = 1000 s: Zj = 2.0401 K/W (+1.8 %)
silicon k ~ T^-1.3: Z0 = 0.2195 K/W (+7.6 %), Zj +0.77 %
top convection 10 W/(m2 K): H(0) = 0.99992, Y(0) = 0.00149 W/K
top convection changes steady Zj by -0.25 %
lead 10 mm, 0.7 mm2: 36.6 K/W, heat share at most 4.7 %
```
